Which 3p⁵4s levels of argon can decay by electric-dipole radiation?

In an argon discharge, atoms excited to the configuration 3p⁵4s either radiate within nanoseconds or keep their 11 to 12 eV until something takes it from them. This problem decides which levels do which, and then finds what limits the life of the long-lived ones.

The atom is isolated, in no external field, and its forces conserve parity. Its nucleus has no spin, as in the stable isotopes of argon. The ground level 3p⁶ has total angular momentum J = 0. Angular momenta are in units of ħ, D = Σ rᵢ is the sum of the electron positions, and repeated Cartesian indices are summed. Rate formulas are in atomic units, in which the speed of light is 1/α. A level is called electric-dipole (E1) metastable if it has no E1 decay to any lower level; it may still decay in other ways.

**(a) Find the values of J and the parity of the 3p⁵4s levels. Which levels can lie below them?**

Solution. A 3p shell with one electron missing has angular momentum j = 3/2 or 1/2. Adding the spin 1/2 of the 4s electron gives

j = 3/2: J = 2, 1
j = 1/2: J = 1, 0

These contain 5 + 3 + 3 + 1 = 12 states, which equals 6 positions of the hole times 2 spins of the 4s electron.

The parity of a configuration is (−1) to the power Σl. Closed shells contribute an even sum. Thus 3p⁶ is even, while 3p⁵4s, with five p electrons and one s electron outside closed shells, is odd.

The order of the configurations is a question of energy, not of symmetry. It was computed by configuration interaction with single excitations (CIS) out of 3s and 3p, on Hartree–Fock orbitals in the aug-cc-pVTZ basis with added diffuse functions. The 3p⁵4s triplet lies at 11.88 eV and the singlet at 12.22 eV. The lowest even excited level lies at 13.02 eV, which is 0.80 eV above the singlet, and no other excited level lies below it. Larger bases (quadruple and quintuple zeta with more diffuse shells) lower these energies by up to 0.007 eV, to 11.88, 12.21 and 13.01 eV, and leave the gap at 0.80 eV. CIS omits spin-orbit coupling, double excitations and relativity. Part (d) shows that the spin-orbit coupling of the 3p hole shifts states by between −ζ/2 and +ζ, with ζ ≈ 0.12 eV. It can therefore narrow the gap by at most 3ζ/2 = 0.18 eV, and the order survives this coupling. The effect of the other omissions is not tested here.

The levels below a given 3p⁵4s level are thus the ground level and lower members of 3p⁵4s itself.

**(b) Which of these decays does parity forbid?**

Solution. The parity operator Π reverses every position, so ΠDΠ = −D, with Π² = 1. Let Π|a⟩ = πₐ|a⟩ and Π|b⟩ = π_b|b⟩, where each eigenvalue is +1 or −1. Then

⟨a|D|b⟩ = −⟨a|ΠDΠ|b⟩ = −πₐπ_b⟨a|D|b⟩

If the parities are equal, πₐπ_b = 1 and the matrix element equals its own negative, so it vanishes. This forbids every E1 decay from one 3p⁵4s level to another. It does not forbid decay to the ground level, whose parity is opposite. That path needs a second rule.

**(c) Which values of J can reach the ground level by E1? Which levels are therefore metastable?**

Solution. First find how J acts on D. For one electron Lᵢ = εᵢₐᵦrₐpᵦ, and [pᵦ, rⱼ] = −iδᵦⱼ, so

[Lᵢ, rⱼ] = −iεᵢₐⱼrₐ = iεᵢⱼₐrₐ

Spin commutes with position, and different electrons commute with each other. Summing over electrons gives

[Jᵢ, Dⱼ] = iεᵢⱼₖDₖ

Let |0⟩ be the ground state. Since its J is zero, Jᵢ|0⟩ = 0 for each i, and therefore

JᵢDⱼ|0⟩ = [Jᵢ, Dⱼ]|0⟩ = iεᵢⱼₖDₖ|0⟩

Apply Jᵢ again and sum over i:

J²Dⱼ|0⟩ = iεᵢⱼₖ JᵢDₖ|0⟩ = (iεᵢⱼₖ)(iεᵢₖₗ)Dₗ|0⟩ = −εᵢⱼₖεᵢₖₗDₗ|0⟩

Exchanging two indices gives εᵢₖₗ = −εᵢₗₖ, and εᵢⱼₖεᵢₗₖ = 2δⱼₗ. Hence

J²Dⱼ|0⟩ = 2Dⱼ|0⟩

Because 2 = 1(1 + 1), the vector Dⱼ|0⟩ has J = 1. Now take the product with a state |J M⟩ and let J² act to the left:

[J(J + 1) − 2]⟨J M|Dⱼ|0⟩ = 0

For J = 0 the bracket is −2 and for J = 2 it is 4, so the matrix element must vanish. For J = 1 the bracket is zero and the element is free to be nonzero.

Parity closes the paths inside the configuration, and angular momentum closes the path from J = 0 and J = 2 to the ground level. By part (a) there are no other lower levels. The J = 0 and J = 2 levels of 3p⁵4s are therefore electric-dipole metastable.

The argument used the J and parity of the true states, not their composition. Spin-orbit coupling and the mixing of configurations preserve both, so neither can open these decays. A field or a collision can, because the atom alone then no longer conserves both J and parity.

**(d) Let the singlet lie 2K above the triplet without spin-orbit coupling, and let the coupling be ζΣl·s over the 3p electrons. Find the four energies and the singlet weight w of each J = 1 level.**

Solution. Start with the 3p⁵ core. Its state with M_L = 1, M_S = 1/2 lacks the electron with m = −1 and spin down. The full shell has Σmₗmₛ = 0, so the remaining electrons have

Σmₗmₛ = 0 − (−1)(−1/2) = −1/2

This state is the top member of j = 3/2, so that level has energy −ζ/2. The coupling has zero trace over the six core states, hence 4(−ζ/2) + 2E(1/2) = 0 and E(1/2) = ζ.

Now add the 4s electron, measuring energy from the triplet centre. The singlet has L = 1 and S = 0, hence J = 1. The J = 2 and J = 0 levels are therefore pure triplet. The first contains the j = 3/2 core and the second the j = 1/2 core:

E(J = 2) = −ζ/2,  E(J = 0) = ζ

For J = 1 there is one state from each core, so the spin-orbit matrix has eigenvalues −ζ/2 and ζ. Its diagonal element in the singlet is zero: the coupling is linear in electron spins, and a spin vector turns S = 0 into S = 1, by the algebra of part (c) with S in place of J. The trace ζ/2 then belongs to the triplet. The determinant −ζ²/2 equals −b², so the off-diagonal element is b = ζ/√2, with a sign fixed by phase choice. Including 2K for the singlet, the matrix in the order triplet, singlet is

[[ζ/2, b], [b, 2K]]

Its characteristic function is

f(E) = (E − ζ/2)(E − 2K) − ζ²/2

and its roots are

E± = K + ζ/4 ± s/2,  s = √[(2K − ζ/2)² + 2ζ²]

The singlet weight is the derivative of the energy with respect to the singlet's diagonal element 2K:

w± = ½[1 ± (2K − ζ/2)/s]

For K and ζ positive, f(ζ) = −Kζ is negative, so J = 0 lies between the two J = 1 levels. Also f(−ζ/2) = 2Kζ is positive, so J = 2 lies below both. The order is J = 2, 1, 0, 1.

Take rough argon-like values: K = 0.09 eV, ζ = 0.12 eV and a triplet centre 11.61 eV above the ground level. Then 2K − ζ/2 = 0.12 eV, s = √(0.0144 + 0.0288) = 0.208 eV, and

J = 2: 11.550 eV
J = 1: 11.626 eV, w = 0.211
J = 0: 11.730 eV
J = 1: 11.834 eV, w = 0.789

**(e) Find the E1 rates of the two J = 1 levels. What happens for weak and for strong spin-orbit coupling?**

Solution. In a box of volume V, the electric field of one photon has amplitude √(2πω/V), and the density of photon states is Vω²α³dΩ/(2π)³. The golden rule multiplies their effect by 2π:

A = (α³ω³/2π) ∫dΩ Σ_ε |T|²,  T = ε·⟨0|D|i⟩

The two polarizations ε are perpendicular to the direction n. Their sum is |d|² − |n·d|², with d = ⟨0|D|i⟩, and its integral over directions is 4π(1 − 1/3)|d|² = (8π/3)|d|². Therefore

A = (4/3)α³ω³|d|²

The normalized singlet whose hole points along z is the sum of two spin terms, each with amplitude 1/√2. Each contributes ⟨p_z|z|s⟩ = R/√3, where R is the radial integral ⟨3p|r|4s⟩ and 1/√3 is the angular integral. Thus d = 2(1/√2)(R/√3) and |d|² = 2R²/3. The triplet part contributes nothing, since D does not act on spin. With singlet weight w,

A = (8/9)α³ω³R²w

For R = 0.70 bohr and the lower level, ω = 11.626/27.211 = 0.4273, and

A = (8/9)(3.886×10⁻⁷)(0.0780)(0.490)(0.2113) = 2.79×10⁻⁹

Division by the atomic unit of time, 2.419×10⁻¹⁷ s, gives 1.15×10⁸ s⁻¹, a lifetime of 8.7 ns. The upper level has 4.54×10⁸ s⁻¹ and 2.2 ns. The ratio 3.9 comes mostly from the weights, 0.789/0.211 = 3.7, and the rest from ω³.

When ζ ≪ K, the lower J = 1 level has w ≈ (b/2K)² = ζ²/(8K²), and its E1 decay dies out as well. That is a spin rule, which spin-orbit coupling breaks. When K ≪ ζ, s tends to 3ζ/2 and the weights become 2/3 for the lower level and 1/3 for the upper. In both limits J = 0 and J = 2 remain dark.

**(f) How do the two metastable levels radiate when E1 is closed?**

Solution. Take J = 0 to the ground level first. Let z be the direction of the photon. A circularly polarized plane wave carries J_z = +1 or −1 along z, so the atom's M must change by one unit. Both levels have M = 0 as their sole state. Emission of a single photon is therefore forbidden at every multipole order. Two-photon emission is not covered by this argument.

The J = 0 level can instead emit a magnetic-dipole (M1) photon to the lower J = 1 level. The magnetic moment is −(α/2)(L + 2S) = −(α/2)(J + S), and it takes the place of D in the rate formula. J gives zero on a J = 0 state. The three components of S give a total squared norm S(S + 1) = 2, and by part (c), with S in place of D, the result has J = 1. It lies in the triplet, whose weight in the lower level is 1 − w. Hence

A(M1) = (4/3)α³ω³(α²/4)·2(1 − w) = (2/3)α⁵ω³(1 − w)

With a gap of 0.104 eV and 1 − w = 0.789 this is 0.025 s⁻¹, a lifetime of 40 s. The electric-quadrupole decay to J = 2, across 0.180 eV, is weaker by roughly (ω⟨r²⟩)². For a rough ⟨r²⟩ = 3.3 bohr² in 3p this is (0.0066 × 3.3)² ≈ 5×10⁻⁴. With the angular factors and the difference between the two gaps included, the computed ratio is 1.3×10⁻⁴, so this decay does not affect the lifetime.

The J = 2 level has the ground level alone below it. Being a triplet, it needs an operator that acts on spin. The magnetic field of the photon points along β = n×ε, and the spin moments give, up to a phase,

T = α⟨0|Σ(β·s)exp(−ik·r)|i⟩,  k = αωn

The first term of the exponential contains Σs = S, which gives zero on the singlet ground state. The next term is the magnetic-quadrupole (M2) one:

|T| = α²ω|βⱼnₖWⱼₖ|,  Wⱼₖ = ⟨0|Σsⱼrₖ|i⟩

Label the nine triplet states by a spin axis j and a hole axis k. For the state (j, k), the spin part gives 1/√2 and the orbital part R/√3, so Wⱼₖ = R/√6 and the other components vanish. A J = 2 state is a combination with symmetric traceless coefficients tⱼₖ normalized to Σ|tⱼₖ|² = 1, so Wⱼₖ = (R/√6)tⱼₖ.

The two directions β are perpendicular to n, so summing over them gives |tn|² − |n·tn|². The average of nₖnₗ over directions is δₖₗ/3, which makes the first term 1/3. The average of nᵢnⱼnₖnₗ is (δᵢⱼδₖₗ + δᵢₖδⱼₗ + δᵢₗδⱼₖ)/15. The trace term drops out and the other two make the second term 2/15. The difference is 1/5, and

A(M2) = (α³ω³/2π)(α⁴ω²)(R²/6)(4π/5) = R²α⁷ω⁵/15

For ω = 11.550 eV this is 0.0205 s⁻¹, a lifetime of 49 s. Both metastable levels thus outlive the J = 1 levels by more than nine orders of magnitude. These rates are leading-order results of the model, which uses one R for singlet and triplet. In CIS the triplet has R = 0.95 bohr against 0.74 bohr for the singlet, and that value would shorten the J = 2 lifetime to about 26 s, so 49 s is uncertain by about a factor of two.

**(g) A discharge has a magnetic field of 500 G, 20 mTorr of argon at 300 K, a 5 cm gap and 10¹⁰ electrons per cm³. The electric field reaches 1 kV/cm, but only in the thin sheaths at the electrodes, since the plasma screens it elsewhere. What limits the metastable lifetime?**

Solution. A magnetic field B along z conserves parity but mixes different J. Its energy operator is μ_B B(J_z + S_z), with μ_B the Bohr magneton. J_z does not connect different J, so the mixing comes from S_z. Let v be its coupling to the triplet J = 1 state. First-order perturbation theory inverts E minus the J = 1 matrix of part (d), and the singlet amplitude is

c = bv/f(E)

For J = 0, f(ζ) = −Kζ. The squared norm 2 found in part (f) is shared equally by three components, so v² = (2/3)(μ_B B)². With b² = ζ²/2,

c² = (μ_B B)²/(3K²)

At 500 G, μ_B B = 2.89×10⁻⁶ eV and c² = 3.4×10⁻¹⁰. Using c² for w in the E1 formula gives 0.19 s⁻¹, nearly eight times the natural rate. The rates become equal at 500√(0.0251/0.193) = 180 G.

For J = 2, f(−ζ/2) = 2Kζ. The mean of v² over M follows from traces of S_z². Over the nine triplet states the trace is 6. Since L = S = 1 enter symmetrically, S_z acts within each level as J_z/2, contributing 1/2 for J = 1 and 5/2 for J = 2. The coupling between J = 0 and J = 1 counts twice, 4/3. What is left, 6 − 3 − 4/3 = 5/3, is twice the coupling between J = 2 and J = 1. That coupling is 5/6, or 1/6 per J = 2 state. So

mean c² = (1/6)(μ_B B)²(ζ²/2)/(2Kζ)² = (μ_B B)²/(48K²)

This is 16 times smaller than for J = 0. The mean induced rate is 0.012 s⁻¹, and it equals the natural one at about 670 G. The states M = ±2 take no part, since the field conserves M and J = 1 has no such state.

An electric field breaks parity by mixing in 3p⁵4p. With a rough 4s radius of 5 bohr, 1 kV/cm gives a coupling of 2.6×10⁻⁵ eV. Divided by the 0.80 eV gap, this is an admixture of 3×10⁻⁵. With angular factors ignored, it would let J = 0 decay to the lower J = 1 level at about 10⁻⁴ s⁻¹. For E1 decay of J = 2 to the ground level the field must act twice, and the same estimate gives about 10⁻⁷ s⁻¹. Both are overestimates. If the 4p levels had equal energies, the step from 4s to 4p and back would leave the core and all spins unchanged, so it could not connect different levels of 3p⁵4s. In this mechanism only the energy spread of the 4p levels opens these paths. The J = 2 level also has a path of first order in the field: it mixes with a 4p level of J = 2, which decays to the ground level by electric-quadrupole emission. CIS gives about 3×10³ s⁻¹ for the pure ¹D state of 3p⁵4p; spin-orbit coupling shares this rate among the three J = 2 levels, so each of them is slower. With the full value the same crude estimate gives about 3×10⁻⁶ s⁻¹, still far below the natural rate.

Walls and electrons act far faster. A rough diffusion coefficient of 50 cm² Torr/s, divided by 0.020 Torr, gives 2500 cm²/s. Between wide parallel plates that quench every arriving atom, the slowest diffusion mode decays at

2500 × (π/5)² ≈ 990 s⁻¹

The mean free path is about 0.19 cm, short enough against 5 cm for diffusion to apply roughly; one-speed transport with this free path lowers the rate by about 10 %, to 890 s⁻¹. A rough electron quenching coefficient of 2×10⁻⁷ cm³/s gives 2000 s⁻¹. Together they leave about 0.3 ms. In this discharge the metastable lifetime is set by walls and electrons, not by radiation.

The model energies correspond to ground-level photons of 105 to 107 nm, in the vacuum ultraviolet, where argon's resonance lines lie. The chosen R is close to the CIS singlet value of 0.74 bohr, though not to the triplet value of 0.95 bohr that governs the M2 decay. CIS gives K = 0.165 eV, nearly twice the value used. With B, R and the photon energy held fixed, that K would multiply the magnetically induced rates by (0.09/0.165)² ≈ 0.3. The assumption a real discharge breaks most strongly is isolation: contact with walls and electrons shortens the life from tens of seconds to a fraction of a millisecond. The gas also affects the J = 1 levels: other argon atoms absorb and re-emit their photons many times, so the excitation stays in the gas for microseconds although each atom holds it for only nanoseconds. The two selection rules contain neither K nor R, and their zeros do not move.
